# A Preisach model of a hafnia capacitor with turning-point memory: a numerical check

```python
"""Preisach model of a ferroelectric hafnia capacitor.

Result under test: the polarization P of a set of independent two-state relays
(up at field a, down at field b, a > b, density mu) is
    P = -Ps + 2 * sum of (+F on rises, -F on falls)
over a list of surviving turning points, F being the Everett function (integral
of mu over the triangle b <= b' <= a' <= a).  Passed turning points are wiped
out, and a closed minor excursion restores every relay (return-point memory).
Density: mu = N0 * A'(a) * G'(b), logistic distributions A and G centred at
+Ec and -Ec with width w.  Fields in MV/cm, polarization in uC/cm2.
The relay grid below applies the switching rule only; it knows neither F nor
the list of turning points.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, quad
from scipy.optimize import brentq
from scipy.special import expit

Ps, Ec, w = 20.0, 1.0, 0.25
thickness, eps_b, screening = 10.0, 30.0, 0.02     # nm, relative, nm
k = math.exp(Ec / w)
q = 1.0 / k


def up_cdf(x):
    return float(expit((x - Ec) / w))


def down_cdf(x):
    return float(expit((x + Ec) / w))


def primitive(x):
    u = math.exp(x / w)
    return (-math.log((u + q) / (u + k)) / (k - q)**2
            - k**2 / ((k - q) * (u + k)))


mass = k / (k - q) - 2 * math.log(k) / (k - q)**2
N0 = Ps / mass


def everett(a, b):
    return N0 * (primitive(a) - primitive(b)
                 - down_cdf(b) * (up_cdf(a) - up_cdf(b)))


def advance(turns, field):
    """Return the reduced list of turning points; last entry = present field."""
    s = list(turns)
    if field == s[-1]:
        return s
    rising = field > s[-1]
    last_leg_rising = len(s) % 2 == 0
    if len(s) > 1 and rising == last_leg_rising:
        s.pop()                                  # no reversal took place here
    if rising:
        while len(s) >= 3 and field >= s[-2]:
            del s[-2:]
    else:
        while field <= s[-2]:
            del s[-2:]
    s.append(field)
    return s


def polarization(turns):
    total = -Ps
    for j in range(1, len(turns)):
        hi, lo = max(turns[j - 1:j + 1]), min(turns[j - 1:j + 1])
        total += (2 if j % 2 else -2) * everett(hi, lo)
    return total


VIRGIN = [-math.inf]                             # all relays down


def follow(fields, start=VIRGIN):
    s = start
    for field in fields:
        s = advance(s, field)
    return s


class RelayGrid:
    """n x n explicit relays at midpoints of equal-probability cells."""

    def __init__(self, n):
        p = (np.arange(n) + 0.5) / n
        spread = w * np.log(p / (1 - p))
        self.up, self.down = Ec + spread, -Ec + spread
        self.valid = self.up[:, None] > self.down[None, :]
        self.count = int(np.count_nonzero(self.valid))
        self.state = np.zeros((n, n), dtype=bool)
        self.weight = N0 / n**2

    def apply(self, field):
        self.state[self.up <= field, :] = True
        self.state[:, self.down >= field] = False
        return self.weight * (2 * self.number_up() - self.count)

    def number_up(self):
        return int(np.count_nonzero(self.state & self.valid))

    def snapshot(self):
        return self.state & self.valid


# ---- Everett function against its definition -------------------------------
def density(a, b):
    fa, gb = expit((a - Ec) / w), expit((b + Ec) / w)
    return N0 * fa * (1 - fa) * gb * (1 - gb) / w**2


quad_error = 0.0
for a, b in [(1.2, -1.0), (0.7, -0.3), (1.8, -1.7)]:
    direct = dblquad(lambda y, x: density(x, y), b, a,
                     lambda x: b, lambda x: x, epsabs=1e-10, epsrel=1e-10)[0]
    quad_error = max(quad_error, abs(direct - everett(a, b)))
assert quad_error < 1e-7
direct_mass = quad(lambda x: up_cdf(x) * (1 - up_cdf(x)) / w * down_cdf(x),
                   -8, 8, points=[-1, 1], epsabs=1e-12)[0]
assert abs(direct_mass - mass) < 1e-9
h = 1e-3
for a, b in [(1.2, -1.0), (0.8, -0.6)]:
    mixed = -(everett(a + h, b + h) - everett(a + h, b - h)
              - everett(a - h, b + h) + everett(a - h, b - h)) / (4 * h * h)
    assert abs(mixed / density(a, b) - 1) < 1e-3
assert abs(everett(1.3, -0.6) - everett(0.6, -1.3)) < 1e-10   # no imprint

# ---- turning-point list against explicit relays on a random path ------------
rng = np.random.default_rng(7)
random_fields = rng.uniform(-2.0, 2.0, 200)
grid_errors, longest = {}, 0
for n in (200, 800):
    grid, s, worst = RelayGrid(n), VIRGIN, 0.0
    for field in random_fields:
        s = advance(s, float(field))
        longest = max(longest, len(s))
        worst = max(worst, abs(grid.apply(field) - polarization(s)))
    grid_errors[n] = worst
    assert worst < 6 * N0 / n        # bound from cells cut by the boundaries

# ---- nested minor loops -----------------------------------------------------
path = [3.0, -3.0, 1.4, -1.2, 1.2, -1.0, 1.0, -0.8, 1.0, 1.2, 1.4, 2.0]
n = 800
bound = 6 * N0 / n
grid, s = RelayGrid(n), VIRGIN
lists, P, P_relay, snaps = [], [], [], []
for field in path:
    s = advance(s, field)
    lists.append(s)
    P.append(polarization(s))
    P_relay.append(grid.apply(field))
    snaps.append(grid.snapshot())
    assert abs(P[-1] - P_relay[-1]) < bound
for first, again in [(6, 8), (4, 9), (2, 10)]:
    assert np.array_equal(snaps[first], snaps[again])
    assert abs(P[first] - P[again]) < 1e-12
flipped = int(np.count_nonzero(snaps[6] != snaps[7]))
assert flipped > 0                               # the excursion did something

fresh = RelayGrid(n)
for field in (3.0, -3.0):
    fresh.apply(field)
fresh.apply(1.0)
assert not np.array_equal(fresh.snapshot(), snaps[8])   # memory still alive
fresh.apply(2.0)
assert np.array_equal(fresh.snapshot(), snaps[11])      # memory wiped out
P_direct_1 = polarization(follow([3.0, -3.0, 1.0]))

# Excursion below the last surviving minimum: return-point memory must fail.
deep_path = [3.0, -3.0, 1.4, -1.2, 1.2, -1.4, 1.2]
deep = RelayGrid(n)
for field in deep_path:
    P_deep_relay = deep.apply(field)
deep_miss = polarization(follow(deep_path)) - P[4]
rectangle = -2 * N0 * ((up_cdf(1.4) - up_cdf(1.2))
                       * (down_cdf(-1.2) - down_cdf(-1.4)))
assert abs(deep_miss - rectangle) < 1e-10
assert abs(deep_miss - (P_deep_relay - P_relay[4])) < 2 * bound < abs(deep_miss)

# Algorithm that keeps the innermost branch instead of deleting passed pairs.
P_no_wipe = P[7] + 2 * everett(2.0, -0.8)
assert abs(P_no_wipe - P_relay[11]) > 10 * bound

# ---- congruency at fixed field limits ---------------------------------------
heights = []
for history in ([3.0, -3.0], [-3.0, 3.0]):
    g = RelayGrid(n)
    for field in history + [1.0, -0.6]:
        g.apply(field)
    low = g.number_up()
    g.apply(1.0)
    heights.append(g.number_up() - low)
assert heights[0] == heights[1] > 0
field_height = 2 * everett(1.0, -0.6)
assert abs(2 * g.weight * heights[0] - field_height) < 2 * bound

# ---- voltage drive with linear electrode screening --------------------------
volt_per_field = 0.1 * (thickness + screening * eps_b)          # V per MV/cm
volt_per_P = screening * 1e-9 * 1e-2 / const.epsilon_0          # V per uC/cm2


def voltage_step(turns, volts):
    def residual(field):
        return (volt_per_field * field
                + volt_per_P * polarization(advance(turns, field)) - volts)
    return advance(turns, brentq(residual, -6, 6, xtol=1e-13, rtol=1e-14))


def voltage_path(targets, steps=25):
    s, v, record = voltage_step(VIRGIN, -3.0), -3.0, []
    for target in targets:
        for volts in np.linspace(v, target, steps + 1)[1:]:
            new = voltage_step(s, float(volts))
            dE = new[-1] - s[-1]
            dP = polarization(new) - polarization(s)
            assert dE * (volts - v) > 0 and dP * dE > -1e-12
            s, v = new, float(volts)
        record.append((s[-1], polarization(s)))
    return record


rec = voltage_path([3.0, -3.0, 1.3, -0.9, 1.1, -0.7, 1.1, 1.3, 2.0])
volt_closure = max(abs(rec[6][1] - rec[4][1]), abs(rec[7][1] - rec[2][1]))
assert volt_closure < 1e-8 and abs(rec[5][1] - rec[4][1]) > 0.1
plain = voltage_path([3.0, -3.0, 2.0])
volt_wipe = abs(rec[8][1] - plain[2][1])
assert volt_wipe < 1e-8
from_down = voltage_path([3.0, -3.0, 1.0, -0.4, 1.0])
from_up = voltage_path([3.0, -0.4, 1.0, -0.4, 1.0])
height_down = from_down[4][1] - from_down[3][1]
height_up = from_up[4][1] - from_up[3][1]
assert abs(height_up - height_down) > 0.05       # congruency lost in voltage
short = voltage_path([3.0, 0.0])[1]

# ---- major-loop figures ------------------------------------------------------
Pr = polarization(follow([3.0, -3.0, 3.0, 0.0]))
after_minus = follow([3.0, -3.0])
E_coercive = brentq(lambda x: polarization(advance(after_minus, x)), 0.2, 2.0)

# ---- size of neglected effects (rough inputs) --------------------------------
# Activated nucleation, barrier ~ 1/E^2: threshold ~ [T ln(time/attempt)]^-1/2
dwell, attempt, T_room, T_use = 2.5e-4, 1e-12, 300.0, 358.0
log_time = math.log(dwell / attempt)
creep = math.sqrt(log_time / (log_time + math.log(2)))
creep_miss = polarization(advance(lists[8], 1.0 / creep)) - P[8]
faster = math.sqrt(log_time / (log_time - math.log(10)))
hot = math.sqrt(T_room / T_use)
hot_shift = polarization(follow([x / hot for x in path[:3]])) - P[2]
barrier_eV, mass_ratio, peak, breakdown = 2.0, 0.2, 3.0, 4.0
phi, field_SI = barrier_eV * const.e, peak * 1e8
exponent = (4 * math.sqrt(2 * mass_ratio * const.m_e) * phi**1.5
            / (3 * const.hbar * const.e * field_SI))
J_FN = (const.e**3 * field_SI**2 / (8 * math.pi * const.h * phi * mass_ratio)
        * math.exp(-exponent))                                   # A/m2
Q_FN = J_FN * dwell * 100                                        # uC/cm2

# ---- output -------------------------------------------------------------------
print(f"Ps {Ps:.1f} uC/cm2, Ec {Ec:.2f} MV/cm, w {w:.2f} MV/cm")
print(f"film {thickness:.0f} nm, eps_b {eps_b:.0f}, screening {screening:.2f} nm")
print(f"relay mass fraction with a>b: {mass:.5f}; N0 {N0:.4f} uC/cm2")
print(f"F(1.2,-1.0) = {everett(1.2, -1.0):.4f} uC/cm2")
print(f"F minus quadrature, largest: {quad_error:.1e} uC/cm2")
for m, err in grid_errors.items():
    print(f"random path, {m}x{m} relays: max diff {err:.4f},"
          f" bound {6 * N0 / m:.4f} uC/cm2")
print(f"random path: {len(random_fields)} fields, longest list {longest}")
print("nested path: field MV/cm | list length | P list | P relays uC/cm2")
for field, s, p, pr in zip(path, lists, P, P_relay):
    print(f"  {field:5.2f} | {len(s)} | {p:8.4f} | {pr:8.4f}")
print(f"relays changed by innermost excursion: {flipped} of {grid.count}")
print(f"P at 1.0 MV/cm without minor loops: {P_direct_1:.4f} uC/cm2")
print(f"too deep excursion (-1.4), miss at 1.2: {deep_miss:.4f} uC/cm2")
print(f"P at 2.0 MV/cm if pairs are not deleted: {P_no_wipe:.4f} uC/cm2")
print(f"loop height, fields -0.6 to 1.0 MV/cm: {field_height:.4f} uC/cm2")
print(f"remanent P: {Pr:.3f} uC/cm2 = {Pr * 1e-22 / const.e:.5f} e/angstrom2")
print(f"coercive field: {E_coercive:.4f} MV/cm = {E_coercive * 0.01:.6f} V/angstrom")
print(f"voltage drive: {volt_per_field:.3f} V per MV/cm,"
      f" {volt_per_P:.5f} V per uC/cm2")
print(f"voltage minor loops, closure error: {volt_closure:.1e} uC/cm2")
print(f"voltage wiping-out at 2.0 V, error: {volt_wipe:.1e} uC/cm2")
print(f"height -0.4 to 1.0 V, from -3 V: {height_down:.4f} uC/cm2")
print(f"height -0.4 to 1.0 V, from +3 V: {height_up:.4f} uC/cm2")
print(f"short circuit after +3 V: E {short[0]:.4f} MV/cm, P {short[1]:.3f} uC/cm2")
print(f"rough inputs: dwell {dwell * 1e3:.2f} ms, attempt time {attempt * 1e12:.0f} ps")
print(f"creep, doubled dwell at 1.0 MV/cm: miss {creep_miss:.3f} uC/cm2")
print(f"ten times faster sweep: thresholds up {100 * (faster - 1):.1f} percent")
print(f"{T_room:.0f} K to {T_use:.0f} K: thresholds down {100 * (1 - hot):.1f} percent")
print(f"same heating, P at 1.4 MV/cm changes by {hot_shift:.3f} uC/cm2")
print(f"tunnel barrier {barrier_eV:.1f} eV, mass {mass_ratio:.1f} m_e (rough)")
print(f"Fowler-Nordheim at {peak:.1f} MV/cm: {J_FN * 1e-4:.2e} A/cm2")
print(f"tunnel charge in one dwell: {Q_FN:.2e} uC/cm2")
print(f"peak field / rough breakdown field {breakdown:.0f} MV/cm: {peak / breakdown:.2f}")
print("all assertions hold")
```

It prints:

```
Ps 20.0 uC/cm2, Ec 1.00 MV/cm, w 0.25 MV/cm
film 10 nm, eps_b 30, screening 0.02 nm
relay mass fraction with a>b: 0.99765; N0 20.0471 uC/cm2
F(1.2,-1.0) = 6.8706 uC/cm2
F minus quadrature, largest: 3.1e-16 uC/cm2
random path, 200x200 relays: max diff 0.1667, bound 0.6014 uC/cm2
random path, 800x800 relays: max diff 0.0412, bound 0.1504 uC/cm2
random path: 200 fields, longest list 14
nested path: field MV/cm | list length | P list | P relays uC/cm2
   3.00 | 2 |  19.9866 |  20.0038
  -3.00 | 3 | -19.9866 | -20.0038
   1.40 | 4 |  13.2674 |  13.2880
  -1.20 | 5 |  -9.6564 |  -9.6564
   1.20 | 6 |   9.3385 |   9.3457
  -1.00 | 7 |  -4.4027 |  -4.4001
   1.00 | 8 |   5.5318 |   5.5368
  -0.80 | 9 |  -0.5981 |  -0.5931
   1.00 | 8 |   5.5318 |   5.5368
   1.20 | 6 |   9.3385 |   9.3457
   1.40 | 4 |  13.2674 |  13.2880
   2.00 | 4 |  19.2791 |  19.3021
relays changed by innermost excursion: 97847 of 638616
P at 1.0 MV/cm without minor loops: -0.0378 uC/cm2
too deep excursion (-1.4), miss at 1.2: -0.8090 uC/cm2
P at 2.0 MV/cm if pairs are not deleted: 11.5208 uC/cm2
loop height, fields -0.6 to 1.0 MV/cm: 3.2887 uC/cm2
remanent P: 19.319 uC/cm2 = 0.01206 e/angstrom2
coercive field: 1.0009 MV/cm = 0.010009 V/angstrom
voltage drive: 1.060 V per MV/cm, 0.02259 V per uC/cm2
voltage minor loops, closure error: 1.3e-14 uC/cm2
voltage wiping-out at 2.0 V, error: 0.0e+00 uC/cm2
height -0.4 to 1.0 V, from -3 V: 1.1293 uC/cm2
height -0.4 to 1.0 V, from +3 V: 1.4469 uC/cm2
short circuit after +3 V: E -0.3629 MV/cm, P 17.030 uC/cm2
rough inputs: dwell 0.25 ms, attempt time 1 ps
creep, doubled dwell at 1.0 MV/cm: miss 0.356 uC/cm2
ten times faster sweep: thresholds up 6.5 percent
300 K to 358 K: thresholds down 8.5 percent
same heating, P at 1.4 MV/cm changes by 2.426 uC/cm2
tunnel barrier 2.0 eV, mass 0.2 m_e (rough)
Fowler-Nordheim at 3.0 MV/cm: 1.08e-05 A/cm2
tunnel charge in one dwell: 2.69e-03 uC/cm2
peak field / rough breakdown field 4 MV/cm: 0.75
all assertions hold
```
